# How noisy is the temperature of a 200-atom slab?

**Question.** In a molecular-dynamics simulation of heat flow, a crystal is cut into thin slabs and a temperature is read from the kinetic energy of the atoms in each. For a slab of 200 atoms at 300 K, how much does this reading scatter from one instant to the next, how many independent snapshots bring the error of its mean down to 0.1 K, and how do both numbers scale?

**Answer.** The scatter follows from the statistics of the atomic velocities alone. We need to say first what is being read.

### The quantity that fluctuates

Let $K$ be the kinetic energy of the slab and $f$ the number of its free velocity components. The instantaneous kinetic temperature is defined as

$$T_{\rm inst}=\frac{2K}{f k_B}.$$

The slab is taken to be classical and in canonical equilibrium with surroundings at a fixed temperature $T$. What fluctuates is the estimator $T_{\rm inst}$, while $T$ stays put. The slab is a slice of a larger crystal whose total momentum is free to fluctuate, so each of its $N$ atoms contributes three free components and $f=3N=600$. If the momentum of the whole crystal, with $M$ equal atoms, were held at zero, the fraction $1/M$ of the kinetic energy would be missing and the mean reading would be low by $T/M$. For $M=2000$ that is already 0.15 K.

For forces that depend on positions only, the canonical weight is

$$e^{-(K+U)/k_BT}=e^{-U/k_BT}\prod_{i=1}^{f}e^{-m_iv_i^2/2k_BT}.$$

It is a product of a position factor and one factor for each velocity component. At any one instant the components are therefore independent Gaussian variables, however strong or anharmonic the potential $U$ may be. Rigid bonds would change the count $f$; there are none here.

### One component, then 600

Write $u=v\sqrt{m/k_BT}$ for one component. Its weight is $e^{-u^2/2}$, and its kinetic energy is $\tfrac12 mv^2=\tfrac12k_BT\,u^2$. Since $u\,e^{-u^2/2}$ is minus the derivative of $e^{-u^2/2}$, integration by parts gives

$$\langle u^{k+1}\rangle=k\,\langle u^{k-1}\rangle .$$

With $k=1$ this is $\langle u^2\rangle=1$, and with $k=3$ it is $\langle u^4\rangle=3\langle u^2\rangle=3$. The mean energy of one component is thus $\tfrac12k_BT$, and its variance is

$$\frac{(k_BT)^2}{4}\left(\langle u^4\rangle-\langle u^2\rangle^2\right)=\frac{(k_BT)^2}{4}(3-1)=\frac{(k_BT)^2}{2}.$$

Means add, and for independent variables so do variances:

$$\langle K\rangle=\frac f2k_BT,\qquad {\rm Var}\,K=\frac f2(k_BT)^2 .$$

Multiplying $K$ by $2/(fk_B)$ multiplies its variance by the square of that factor. Hence $\langle T_{\rm inst}\rangle=T$ and

$$\sigma^2=\frac{4}{f^2k_B^2}\,\frac f2(k_BT)^2=\frac{2T^2}{f},\qquad \boxed{\sigma=T\sqrt{\frac2f}} .$$

For the slab,

$$\sigma=300\ {\rm K}\times\sqrt{\frac{2}{600}}=300\ {\rm K}\times0.0577=17.3\ {\rm K}.$$

As a test, 20,000 snapshots were built from random thermal velocities of 200 silicon atoms. Their scatter was 17.2 K. Their mean was 300.25 K, about two standard errors above 300 K, since the standard error for that many snapshots is $17.3/\sqrt{20000}=0.12$ K.

The atomic mass has dropped out: heavier atoms move more slowly, but their kinetic energies have the same distribution. The noise is proportional to $T$ and falls as $1/\sqrt N$. For a single atom, $f=3$ and $\sigma=0.82\,T$, so one reading says little about the temperature.

### The number of snapshots

The sum of $n$ independent readings has variance $n\sigma^2$. Dividing the sum by $n$ divides the variance by $n^2$, which leaves $\sigma^2/n$. If "precision $\delta$" means one standard error, then $\sigma^2/n=\delta^2$ and

$$\boxed{n=\frac{\sigma^2}{\delta^2}=\frac{2T^2}{f\delta^2}}=\frac{2\,(300)^2}{600\,(0.1)^2}=30\,000 .$$

One standard error is a modest promise: about 68% of such averages fall within 0.1 K of the true value. When the 30,000-snapshot average was repeated 400 times with independent readings, the averages scattered by 0.095 K, and 68% lay within the target. To have 95% within 0.1 K, the standard error must be 1.96 times smaller. This multiplies the count by $1.96^2$, to about 115,000.

Halving $\delta$ costs four times as many snapshots, and doubling the number of atoms halves the count. With $f=3N$,

$$nN=\frac{2T^2}{3\delta^2}=6\times10^6 ,$$

so at fixed temperature and precision the product of atoms and independent snapshots is fixed. A thicker slab needs fewer snapshots but gives a coarser temperature profile.

If the slab were simulated alone with its total momentum held at zero, three components would be lost and $f=597$. The noise becomes 17.4 K and the count 30,151, a change of half a percent.

### How long a run is that?

Successive time steps are strongly correlated, so 30,000 steps are not 30,000 independent snapshots. The conversion depends on how the slab exchanges energy with its surroundings. One case can be solved: a harmonic crystal in which a Langevin thermostat damps every atom at the rate $\gamma$.

Use mass-weighted displacements $q_i$ from equilibrium and velocities $w_i=\dot q_i=\sqrt{m_i}\,v_i$. With a symmetric force matrix $D$,

$$\dot w=-Dq-\gamma w+\text{random force}.$$

Define the correlation $C_{ij}(t)=\langle w_i(t)w_j(0)\rangle/k_BT$. The random force averages to zero and is independent of the earlier velocities, so $C_{ij}(t)$ obeys the same equation without it. In equilibrium, velocities are uncorrelated with each other and with displacements at equal times. For fixed $j$, therefore, $C_{ij}(t)$ is the velocity $w_i(t)$ that follows when component $j$ starts with unit velocity and everything else starts at zero.

The energy of this noise-free motion is $E=\tfrac12w\cdot w+\tfrac12q\cdot Dq$. Its rate of change is

$$\dot E=w\cdot(-Dq-\gamma w)+q\cdot Dw=-\gamma\,w\cdot w ,$$

because $D$ is symmetric and the two elastic terms cancel. The energy starts at $\tfrac12$ and is damped to zero, so

$$\int_0^\infty\sum_iC_{ij}^2(t)\,dt=\frac1{2\gamma}.$$

The sum runs over the whole crystal, and neither the spring constants nor the masses appear in the result.

Next, the kinetic energy. Let $a$ and $b$ be Gaussian variables of unit variance and correlation $\rho$. Write $b=\rho a+\sqrt{1-\rho^2}\,z$ with $z$ independent of $a$. Then

$$\langle a^2b^2\rangle=3\rho^2+(1-\rho^2)=1+2\rho^2,$$

so the covariance of $a^2$ and $b^2$ is $2\rho^2$. Applied to $K=\tfrac12\sum_iw_i^2$, this gives a covariance between $K(t)$ and $K(0)$ of

$$\frac14\sum_{i,j}2(k_BT)^2C_{ij}^2=\frac{(k_BT)^2}{2}\sum_{i,j}C_{ij}^2 ,$$

with both indices inside the slab. Division by ${\rm Var}\,K=f(k_BT)^2/2$ gives the normalized correlation and a bound on its integral:

$$R(t)=\frac1f\sum_{i,j\,\in\,{\rm slab}}C_{ij}^2(t)\ge0,\qquad \tau=\int_0^\infty R\,dt\le\frac1{2\gamma}.$$

Equality holds when the slab is the whole crystal. For a slice, positive terms with $i$ outside are missing, so $\tau$ is smaller. In a test chain of eight atoms with unequal masses, the middle four had 0.70 times the correlation time of the whole. That ratio belongs to this chain at this damping rate. It approaches 1 for strong damping and falls for weak damping, when vibrations leave the slice before they are damped. For the 200-atom slab we use the bound, which for so thin a slice can overstate $\tau$ by a factor of a few.

An average of $T_{\rm inst}$ over a run of length $t$ has variance

$$\frac{\sigma^2}{t^2}\int_0^t\!\!\int_0^tR(|s-s'|)\,ds\,ds'=\frac{2\sigma^2}{t}\int_0^t\left(1-\frac st\right)R(s)\,ds\le\frac{2\sigma^2\tau}{t}\le\frac{\sigma^2}{\gamma t}.$$

The first equality collects the pairs of times a distance $s$ apart. The next step uses $R\ge0$. The run is thus worth at least $\gamma t$ independent snapshots, and it suffices to take

$$t=\frac n\gamma=30\,000\times1\ {\rm ps}=30\ {\rm ns}$$

for a damping time $1/\gamma=1$ ps. With a time step of 1 fs this is 30 million steps. The result refers to an average over the full trajectory. Readings stored once per picosecond would still be partly correlated, and the bound does not cover them.

Stronger damping shortens the run but also damps the vibrations that carry the heat. If the measured slab has no thermostat of its own, $1/\gamma$ is not the relevant time. The correlation time must then be measured from the trajectory. The same is advisable for a slab with anharmonic forces, which the derivation above does not cover. If the rest of the crystal is large enough to act as a heat bath, the count $n$ still applies, but $t=2\tau n$ takes the place of $n/\gamma$ for a run much longer than the correlation time. That time is then not a property of the slab alone. An energy fluctuation decays only by transport to the distant thermostats, so $R(t)$ has a slow tail and $\tau$ grows with the distance to them. For diffusion along one direction it grows roughly in proportion to that distance and has no limit for an infinitely long crystal.

### A second case: the isolated slab

The noise depends on the ensemble. Suppose that a harmonic slab, with a restoring force on every mode, is cut off from its surroundings at energy $E=fk_BT$. Kinetic energy can now change only in exchange for potential energy.

In suitably scaled coordinates, $E$ is a sum of $2f$ squares, $f$ of them kinetic, and the energy surface is a sphere. Let $B=K/E$. To find its variance, draw $2f$ independent unit Gaussians, with $S$ the sum of the first $f$ squares and $r^2$ the sum of all. Then $S=r^2B$, and $r$ is independent of the direction and hence of $B$. A sum of $d$ such squares has mean $d$ and variance $2d$, so its mean square is $d(d+2)$. Therefore

$$\langle B^2\rangle=\frac{\langle S^2\rangle}{\langle r^4\rangle}=\frac{f(f+2)}{2f(2f+2)}=\frac{f+2}{4(f+1)} .$$

By symmetry $\langle B\rangle=\tfrac12$, and

$${\rm Var}\,B=\frac{f+2}{4(f+1)}-\frac14=\frac1{4(f+1)} .$$

Since $T_{\rm inst}=2E B/(fk_B)=2TB$, the noise is

$$\sigma_{\rm iso}=\frac{T}{\sqrt{f+1}}=12.2\ {\rm K}.$$

This is smaller than the canonical value by nearly $\sqrt2$, and the count drops to about 15,000. The word "canonical" is therefore worth a factor of two in snapshots. The count again assumes independent points on the energy surface. A strictly harmonic isolated slab does not supply them, because each of its normal modes keeps its own energy. Its time average of $T_{\rm inst}$ still tends to $T$, since the kinetic energy of every mode averages to half of that mode's energy, but the count then does not set the length of the run.

### Precision is not accuracy

Averaging removes random error only. At the level of 0.1 K, the time step can already leave a visible bias. Take the BAOAB form of the Langevin integrator: half kick, half drift, velocity refresh, half drift, half kick. Consider one mode of frequency $\omega$, with time step $h$ and $\theta=k_BT$.

Just after the refresh, let $p$ have variance $\theta$ and be uncorrelated with $q$. The half drift gives $q'=q+hp/2$, so $\langle q'p\rangle=h\theta/2$. The half kick ending this step and the one opening the next act at the same position, and together they give $p'=p-h\omega^2q'$. In the steady state $p'$ must again have variance $\theta$:

$$\theta-h^2\omega^2\theta+h^2\omega^4\langle q'^2\rangle=\theta\quad\Rightarrow\quad\langle q'^2\rangle=\frac{\theta}{\omega^2}.$$

The following half drift gives $q''=q'+hp'/2$. Here $\langle q'p'\rangle=h\theta/2-h\theta=-h\theta/2$, so $\langle q''p'\rangle=-h\theta/2+h\theta/2=0$. The assumed lack of correlation is restored, and the solution is consistent for $\omega h<2$. The velocity is recorded between the two half kicks, where it is $p-h\omega^2q'/2$. Its variance is

$$\theta-\frac{h^2\omega^2\theta}{2}+\frac{h^2\omega^2\theta}{4}=\theta\left(1-\frac{\omega^2h^2}{4}\right).$$

The reading is too low. In a Debye spectrum, with mode density $3\omega^2/\omega_D^3$ up to $\omega_D$, the mean of $\omega^2$ is $\tfrac35\omega_D^2$, and the bias is

$$\Delta T=-\frac{3}{20}\,T(\omega_Dh)^2 .$$

A Debye temperature of 650 K means a cutoff of 13.5 THz, or $\omega_Dh=0.085$ at 1 fs. The bias is then $-0.33$ K, three times the target error, and no number of snapshots reduces it. At 0.5 fs it is $-0.08$ K, but the same 30 ns takes 60 million steps. The bias belongs to this integrator and to this point of reading. For harmonic forces, the velocity just after the refresh has variance exactly $\theta$, as assumed at the start of the derivation, so a reading taken there is unbiased. The size of the bias follows the mean square frequency of the potential actually used, and a potential stiffer than this Debye model gives more.

### Beside real silicon

The example is a block of $5\times5\times1$ silicon-like cubic cells, eight atoms each, 2.7 nm wide and 0.54 nm thick. The cell edge of 0.54 nm and the Debye temperature of 650 K are rough values for silicon. In an assumed gradient of 1 K/nm, the temperature drops by 0.54 K across the slab. A standard error of 0.1 K is about a fifth of that drop, while the noise of one snapshot is some thirty times larger than the drop.

One assumption that clearly fails for real silicon at 300 K is classical motion. A quantum mode has mean energy $\tfrac12\hbar\omega\coth(\hbar\omega/2k_BT)$, half of it kinetic. Inserted in the definition of kinetic temperature, this gives

$$T_{\rm kin}=\frac{\hbar\omega}{2k_B}\coth\frac{\hbar\omega}{2k_BT}.$$

Averaged over the same Debye spectrum, it is 367 K instead of 300 K. This value is only as good as the rough Debye temperature: changing it by 50 K moves the result by about 10 K. Since $x\coth x\approx1+x^2/3$ for small $x$, the leading shift at high temperature is $\tfrac35\Theta_D^2/(12T)$, with $\Theta_D$ the Debye temperature. This gives 70 K here, close to the 67 K of the full average, and it fades as $1/T$. The thermodynamic temperature is still 300 K; it is the classical link between kinetic energy and temperature that fails. The 30,000 snapshots thus bring the statistical error of a classical model down to 0.1 K. Any time-step bias comes on top of it, and the result is not a statement about real silicon at that level. The full set of values is in the numerical output below.

## Numbers as computed

```
INPUTS
Slab cells: 5 x 5 x 1
Cubic cell edge (rough): 0.54 nm
Slab width: 2.70 nm
Slab thickness: 0.54 nm
Atoms: 200
Velocity components f: 600
Bath temperature: 300 K
Target standard error: 0.1 K
Assumed gradient: 1.0 K/nm
Drop across slab: 0.54 K
NOISE AND SNAPSHOTS
One component, mean energy / kB T: 0.5000
One component, variance / (kB T)^2: 0.5000
Relative noise sqrt(2/f): 5.77 %
Noise sigma, formula: 17.32 K
Noise sigma, 20000 sampled snapshots: 17.21 K
Mean of sampled snapshots: 300.25 K
Independent snapshots needed: 30000
Spread of 400 repeated averages: 0.095 K
Share of averages within target: 68.0 %
Snapshots for 95% within target: 115248
Momentum fixed, sigma: 17.36 K
Momentum fixed, snapshots: 30151
RUN TIME
Damping time 1/gamma: 1.0 ps
Correlation time bound: 0.50 ps
Sufficient run time: 30.0 ns
Time step: 1.0 fs
Time steps: 30.0 million
Test chain, slice/whole correlation time: 0.702
Simulated/predicted variance of average: 0.983
NEGLECTED EFFECTS
Isolated harmonic slab, sigma: 12.24 K
Isolated harmonic slab, snapshots: 14975
Debye temperature (rough): 650 K
Debye cutoff frequency: 13.5 THz
Time-step bias at 1.0 fs: -0.326 K
Time-step bias at 0.5 fs: -0.081 K
Time step for bias equal to target: 0.55 fs
Quantum kinetic temperature: 367 K
Quantum shift: 67 K
```
